# Conductivity of thin metal films with fully diffuse surfaces, part 1

(Sections cited here and not found follow in the second part.)

## 1. From one direction of motion to the thin-film law

Take a metal film of thickness \(d\) whose two surfaces scatter electrons completely diffusely, and let \(L\) be the mean free path in the bulk metal. With \(\kappa=d/L\), the conductivity \(\sigma\) along the film, divided by the bulk conductivity \(\sigma_0\), is for small \(\kappa\)

\[
\frac{\sigma}{\sigma_0}=\frac{3\kappa}{4}\left[\ln\frac1\kappa+1-\gamma\right]+\frac{\kappa^2}{2}-\frac{\kappa^3}{16}\left[\ln\frac1\kappa+\frac{31}{12}-\gamma\right]+O(\kappa^4),
\tag{1}
\]

where \(\gamma\) is Euler's constant and \(1-\gamma=0.4228\). The leading term is the Fuchs-Sondheimer limit

\[
\frac{\sigma}{\sigma_0}\to\frac{3d}{4L}\ln\frac Ld .
\tag{2}
\]

The arrow means that the ratio of the two sides tends to one as \(\kappa\to0\). It does so slowly, because the constant \(1-\gamma\) competes with a logarithm and not with a power. For numbers the constant has to be kept.

The assumptions are a spherical Fermi surface, a constant relaxation time \(\tau\), linear response to the field, and classical motion between the surfaces. The last assumption fails when the film is too thin, at a thickness found in the second half. The algebra uses atomic units, in which \(\hbar\), the electron mass and the elementary charge equal one. Velocity and wavevector are then the same number for a free electron.

### One direction of motion

The film occupies \(0<z<d\), and a uniform field \(E\) points along \(x\). The electron charge is \(-1\), so the force is \(-E\) along \(x\). Write the distribution as \(f=f_0+f_1\), where \(f_0(\varepsilon)\) is the equilibrium distribution and \(f_1\) is of first order in \(E\). The steady Boltzmann equation is

\[
v_z\frac{\partial f_1}{\partial z}-E\frac{\partial f_0}{\partial k_x}=-\frac{f_1}{\tau}.
\]

The force acts on \(f_0\) alone, since its action on \(f_1\) would be of second order. Because \(f_0\) depends on the wavevector through the energy, \(\partial f_0/\partial k_x=v_xf_0'\), with \(f_0'=df_0/d\varepsilon\). Hence

\[
v_z\tau\frac{\partial f_1}{\partial z}+f_1=\tau E v_x f_0'.
\]

In the bulk there is no dependence on \(z\), and \(f_1=\tau Ev_xf_0'\). In the film I write \(f_1=\tau Ev_xf_0'\,h\), so that \(h\) measures the response relative to the bulk. The common factor cancels:

\[
v_z\tau\frac{dh}{dz}+h=1 .
\tag{3}
\]

At the Fermi surface the speed is \(v_F\) and \(L=v_F\tau\). Let \(u=|\cos\theta|\), where \(\theta\) is the angle between the velocity and the film normal. For electrons moving upward, \(v_z\tau=uL\); for those moving downward, \(v_z\tau=-uL\).

The boundary condition follows from what a diffuse surface does. It sends electrons back with equal occupation of all outgoing directions at a given energy, so the outgoing \(f_1\) cannot depend on direction. Its value is fixed by particle conservation: as many electrons must leave the surface as arrive. The arriving excess is an integral of \(v_zf_1\), which contains \(v_x\propto\cos\varphi\), with \(\varphi\) the azimuth about the normal. Since \(h\) does not depend on \(\varphi\), this integral vanishes. The outgoing excess is therefore zero, and \(h=0\) for electrons that have just left a surface.

For upward motion, equation (3) with \(h(0)=0\) gives

\[
h=1-e^{-z/(uL)} .
\]

For downward motion the condition is \(h(d)=0\), and the solution is the same with \(z\) replaced by \(d-z\). In both cases the exponent is the distance travelled since the last surface, divided by \(L\). An electron that has just left a surface has had no time to gain drift from the field. One that left many mean free paths ago responds as in the bulk.

The measured current is an average over the thickness. Both directions give the same average,

\[
\frac1d\int_0^d\left(1-e^{-z/(uL)}\right)dz
=1-\frac{uL}{d}\left(1-e^{-d/(uL)}\right).
\]

With \(y=d/(uL)=\kappa/u\), the length of a full crossing in units of \(L\), this is

\[
g(y)=1-\frac{1-e^{-y}}{y}.
\tag{4}
\]

Two limits show its content. For a long crossing, \(y\gg1\), the exponential is negligible and \(g\approx1-1/y\): the loss is concentrated within about one mean free path of travel after each surface. For a short crossing, the series \(e^{-y}=1-y+y^2/2-y^3/6+\dots\) gives

\[
g(y)=\frac y2-\frac{y^2}{6}+\dots
\tag{5}
\]

Here bulk scattering hardly matters. The mean distance back to the last surface is half a crossing, and the response is that distance divided by \(L\).

If all electrons moved at one fixed angle, a thin film would thus have \(\sigma/\sigma_0\approx\kappa/(2u)\), proportional to \(d\) without a logarithm. The logarithm must come from the spread of angles.

### All directions on the Fermi sphere

The current density is minus the sum of \(v_xf_1\) over states, with two spins per wavevector:

\[
j=-\int\frac{2\,d^3k}{(2\pi)^3}\,v_xf_1
=E\tau\int\frac{2\,d^3k}{(2\pi)^3}\,v_x^2(-f_0')\,h .
\]

The minus sign of the charge and the negative sign of \(f_0'\) combine to make \(\sigma=j/E\) positive. When the thermal energy is far below the Fermi energy, \(-f_0'\) acts as a delta function at the Fermi energy. The integral then runs over directions on a sphere of radius \(k_F\).

For the bulk, \(h=1\). Put \(v_x=kn_x\), where \(n_x\) is the \(x\) component of the unit vector along the velocity. The delta function of \(k^2/2-k_F^2/2\) contributes \(1/k_F\) on integration over \(k\), and \(\int n_x^2\,d\Omega=4\pi/3\). Therefore

\[
\sigma_0=\frac{2\tau}{(2\pi)^3}\,\frac{k_F^2\,k_F^2}{k_F}\,\frac{4\pi}{3}
=\frac{k_F^3}{3\pi^2}\tau=n\tau=\frac{k_F^2L}{3\pi^2}.
\tag{6}
\]

Here \(n=k_F^3/(3\pi^2)\) is the electron density, and the last form uses \(\tau=L/k_F\).

For the film, averaging over \(z\) replaces \(h\) by \(g(\kappa/u)\). All other factors cancel in the ratio. Since \(n_x^2=(1-u^2)\cos^2\varphi\), the azimuthal integral gives \(\pi\), and the two signs of \(v_z\) give a factor two:

\[
\frac{\sigma}{\sigma_0}=\frac{3}{4\pi}\,2\pi\int_0^1(1-u^2)\,g(\kappa/u)\,du
=\frac32\int_0^1(1-u^2)\,g(\kappa/u)\,du .
\tag{7}
\]

The thick-film limit comes out directly. With \(g\approx1-u/\kappa\),

\[
\frac{\sigma}{\sigma_0}\approx1-\frac{3}{2\kappa}\int_0^1(u-u^3)\,du
=1-\frac{3}{8\kappa},\qquad \kappa\gg1 .
\]

The ratio tends to one, as it must, and the surfaces cost a fraction \(3L/(8d)\) of the conductivity.

The thin limit is less direct. Putting the short-crossing form \(g\approx\kappa/(2u)\) into (7) gives

\[
\frac{3\kappa}{4}\int_0^1\frac{1-u^2}{u}\,du ,
\]

which diverges at \(u=0\). However thin the film, some electrons move so nearly parallel to it that their crossing is longer than \(L\), and for them the short-crossing form is wrong.

A bound shows how the divergence is removed. Since \(1-e^{-y}\ge y-y^2/2\), we have \(g\le y/2\); since \((1-e^{-y})/y\) is positive, we also have \(g\le1\). Use the second bound for \(u<\kappa/2\) and the first above it, and replace \(1-u^2\) by one:

\[
\frac{\sigma}{\sigma_0}\le\frac32\left[\frac\kappa2+\frac\kappa2\int_{\kappa/2}^{1}\frac{du}{u}\right]
=\frac{3\kappa}{4}\left[\ln\frac1\kappa+1+\ln2\right].
\]

The logarithm appears in this bound with the same coefficient \(3\kappa/4\) as in (1). The constant in this bound is too large, and finding the true one requires the full integral.

### The integral in closed form

Substitute \(t=1/u\), so that \(du=-dt/t^2\) and the range becomes \(1<t<\infty\). With \(g=1-(1-e^{-\kappa t})/(\kappa t)\),

\[
\frac{\sigma}{\sigma_0}=\frac32\int_1^\infty\left(\frac1{t^2}-\frac1{t^4}\right)dt
-\frac{3}{2\kappa}\int_1^\infty\left(\frac1{t^3}-\frac1{t^5}\right)\left(1-e^{-\kappa t}\right)dt .
\]

The first integral is \(1-\tfrac13=\tfrac23\), so the first term is one. In the second, the part without the exponential is \(\tfrac12-\tfrac14=\tfrac14\). Define the exponential integrals

\[
E_m(\kappa)=\int_1^\infty\frac{e^{-\kappa t}}{t^m}\,dt .
\]

Then

\[
\frac{\sigma}{\sigma_0}=1-\frac{3}{8\kappa}+\frac{3}{2\kappa}\left[E_3(\kappa)-E_5(\kappa)\right].
\tag{8}
\]

This holds for every positive \(\kappa\). At large \(\kappa\) the bracket is exponentially small and the thick-film limit returns. At small \(\kappa\) the large terms must cancel.

Integration by parts links neighbouring orders. Integrating \(t^{-m-1}\) and differentiating the exponential gives

\[
mE_{m+1}=e^{-\kappa}-\kappa E_m .
\tag{9}
\]

Everything can thus be reduced to \(E_1\). With \(s=\kappa t\) it becomes \(E_1=\int_\kappa^\infty e^{-s}\,ds/s\). Splitting the range at \(s=1\), and writing \(e^{-s}=1-(1-e^{-s})\) below it,

\[
E_1=\ln\frac1\kappa+\int_0^\kappa\frac{1-e^{-s}}{s}\,ds-C,\qquad
C=\int_0^1\frac{1-e^{-s}}{s}\,ds-\int_1^\infty\frac{e^{-s}}{s}\,ds .
\]

The number \(C\) is Euler's constant, the limit of \(H_N-\ln N\) with \(H_N=1+\tfrac12+\dots+\tfrac1N\). To see this, integrate the finite geometric sum \((1-w^N)/(1-w)=1+w+\dots+w^{N-1}\) from 0 to 1, which gives \(H_N\). With \(w=1-s/N\), and with \(\ln N=\int_1^N ds/s\) subtracted,

\[
H_N-\ln N=\int_0^1\frac{1-(1-s/N)^N}{s}\,ds-\int_1^N\frac{(1-s/N)^N}{s}\,ds .
\]

As \(N\) grows, \((1-s/N)^N\) tends to \(e^{-s}\) from below. The first integrand never exceeds one and the second never exceeds \(e^{-s}/s\), so the limits may be taken inside. The result is \(C=\gamma\).

Let \(\Lambda=\ln(1/\kappa)-\gamma\). Integrating the series of \((1-e^{-s})/s\) term by term gives

\[
E_1=\Lambda+\kappa-\frac{\kappa^2}{4}+O(\kappa^3).
\]

### The small-\(\kappa\) expansion

Two uses of (9) give \(E_3\):

\[
E_3=\tfrac12\left[(1-\kappa)e^{-\kappa}+\kappa^2E_1\right].
\]

To fourth order,

\[
(1-\kappa)e^{-\kappa}=1-2\kappa+\tfrac32\kappa^2-\tfrac23\kappa^3+\tfrac5{24}\kappa^4+\dots
\]

Adding \(\kappa^2E_1=\Lambda\kappa^2+\kappa^3-\kappa^4/4+\dots\) and halving,

\[
E_3=\tfrac12-\kappa+\left(\tfrac34+\tfrac\Lambda2\right)\kappa^2+\tfrac16\kappa^3-\tfrac1{48}\kappa^4+O(\kappa^5).
\]

Two more uses of (9) give

\[
E_5=\left(\tfrac14-\tfrac{\kappa}{12}\right)e^{-\kappa}+\tfrac{\kappa^2}{12}E_3 .
\]

The two parts are

\[
\left(\tfrac14-\tfrac{\kappa}{12}\right)e^{-\kappa}
=\tfrac14-\tfrac13\kappa+\tfrac5{24}\kappa^2-\tfrac1{12}\kappa^3+\tfrac7{288}\kappa^4+\dots,
\]

\[
\tfrac{\kappa^2}{12}E_3=\tfrac1{24}\kappa^2-\tfrac1{12}\kappa^3+\left(\tfrac1{16}+\tfrac{\Lambda}{24}\right)\kappa^4+\dots
\]

Their sum is

\[
E_5=\tfrac14-\tfrac13\kappa+\tfrac14\kappa^2-\tfrac16\kappa^3+\left(\tfrac{25}{288}+\tfrac{\Lambda}{24}\right)\kappa^4+O(\kappa^5).
\]

Subtract, using \(\tfrac1{48}+\tfrac{25}{288}=\tfrac{31}{288}\):

\[
E_3-E_5=\tfrac14-\tfrac23\kappa+\tfrac12(1+\Lambda)\kappa^2+\tfrac13\kappa^3-\tfrac1{24}\left(\tfrac{31}{12}+\Lambda\right)\kappa^4+O(\kappa^5).
\]

Multiplication by \(3/(2\kappa)\) turns the first two terms into \(3/(8\kappa)-1\), which cancel the first two terms of (8). What remains is equation (1). The logarithm entered through \(E_1\), and its companion constant is \(1-\gamma\).

## 2. Where the law holds, and a film of 4 nm

From the first half I take \(\kappa=d/L\), the direction cosine \(u\) measured from the film normal, the relaxation time \(\tau=L/k_F\), and the density \(n=k_F^3/(3\pi^2)\). The results needed are

\[
\frac{\sigma}{\sigma_0}=\frac32\int_0^1(1-u^2)\,g(\kappa/u)\,du,\qquad
g(y)=1-\frac{1-e^{-y}}{y},\qquad
\sigma_0=n\tau=\frac{k_F^2L}{3\pi^2},
\]

the short-crossing form \(g\approx y/2\), and the expansion (1) with its leading term (2). I call (2) the bare logarithm. "Full ratio" means the closed form (8), evaluated with 40-digit arithmetic because its large terms cancel at small \(\kappa\).

### How slowly the bare logarithm converges

To leading order in \(\kappa\), the bare logarithm falls short of the full ratio by the relative amount

\[
\frac{1-\gamma}{\ln(1/\kappa)+1-\gamma}.
\tag{10}
\]

The table gives the full ratio and the two approximations divided by it.

| \(d/L\) | full ratio | bare log | log with constant |
|---|---|---|---|
| \(10^{-1}\) | 0.2091 | 0.826 | 0.977 |
| \(10^{-2}\) | 0.03776 | 0.915 | 0.999 |
| \(10^{-3}\) | 0.005498 | 0.942 | 1.000 |
| \(10^{-6}\) | \(1.068\times10^{-5}\) | 0.970 | 1.000 |

Even at \(d/L=10^{-6}\) the bare logarithm is 3% low. Setting (10) equal to 0.05 requires \(\ln(1/\kappa)=19(1-\gamma)=8.03\), and a numerical solution with the full ratio gives \(L/d\approx3090\). With the constant included, the error relative to the full ratio stays below 5% up to \(d/L=0.18\). What remains there is mainly the term \(\kappa^2/2\).

The classical thin-film law has now been derived with the constant beside its logarithm, and the bare logarithm has been shown to converge very slowly. It remains to see which electrons carry the logarithm, where quantum subbands end the classical law, and what the theory gives for a 4 nm film.

Numbers in the example were calculated in double precision.
